# Sign reversal of the outer Helmholtz potential by adsorbed bromide: a numerical check

```python
# Result under test: the outer Helmholtz potential is
#   phi_2 = (2kT/e) asinh[(sigma_M + sigma_1) / sqrt(8 eps kT n0)],
# so adsorbed bromide with |sigma_1| > sigma_M > 0 makes phi_2 negative.
# sigma_M: metal charge, sigma_1: adsorbed charge (C/m2), eps: permittivity
# of the solution, n0: bulk number density of each monovalent ion.
# Potentials are relative to the bulk solution; u = e phi / kT.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, quad, simpson
from scipy.linalg import solve_banded
from scipy.optimize import brentq

e, eps0 = const.e, const.epsilon_0
temperature = 298.15
kT = const.k * temperature
eps_r = 78.4
eps = eps_r * eps0
conc = 0.1                                  # mol/L
n0 = conc * 1000 * const.N_A
sigma_M, sigma_1 = 0.10, -0.15
sigma_d = -(sigma_M + sigma_1)
debye = np.sqrt(eps * kT / (2 * e**2 * n0))
thermal_mV = 1e3 * kT / e
scale = np.sqrt(8 * eps * kT * n0)


def phi2_mV(inner_charge, permittivity=eps):
    s = np.sqrt(8 * permittivity * kT * n0)
    return 2 * thermal_mV * np.arcsinh(inner_charge / s)


def solve_poisson_boltzmann(inner_charge):
    """Full nonlinear problem; distance y in Debye lengths."""
    slope = -inner_charge * debye * e / (eps * kT)
    y = np.linspace(0, 15, 400)
    amplitude = -np.sign(slope) * min(abs(slope), 3.0)
    guess = np.vstack([amplitude * np.exp(-y), -amplitude * np.exp(-y)])
    result = solve_bvp(lambda y, f: np.vstack([f[1], np.sinh(f[0])]),
                       lambda a, b: np.array([a[1] - slope, b[0]]),
                       y, guess, tol=1e-8, max_nodes=50000)
    assert result.success
    return result


# Formula and sign rule against the numerical boundary-value problem
for adsorbed in (0.0, -0.05, -0.09, -0.11, -0.15):
    total = sigma_M + adsorbed
    numeric = thermal_mV * solve_poisson_boltzmann(total).sol(0)[0]
    assert abs(numeric - phi2_mV(total)) < 1e-3
    assert np.sign(numeric) == np.sign(total)

phi_with = phi2_mV(sigma_M + sigma_1)
phi_without = phi2_mV(sigma_M)
profile = solve_poisson_boltzmann(sigma_M + sigma_1)
phi_numeric = thermal_mV * profile.sol(0)[0]
u2 = phi_with / thermal_mV

# Ionic composition of the diffuse charge, from the numerical profile
y_fine = np.linspace(0, 15, 20001)
u_fine = profile.sol(y_fine)[0]
cation_charge = e * n0 * debye * simpson(np.exp(-u_fine) - 1, x=y_fine)
anion_charge = e * n0 * debye * simpson(1 - np.exp(u_fine), x=y_fine)
half_scale = np.sqrt(2 * eps * kT * n0)
assert abs(cation_charge - half_scale * (np.exp(-u2 / 2) - 1)) < 1e-6
assert abs(anion_charge - half_scale * (1 - np.exp(u2 / 2))) < 1e-6
assert abs(cation_charge + anion_charge - sigma_d) < 1e-6

# Finite ion size: Bikerman charge density integrated over potential
ion_size = 0.7e-9
packing = 2 * ion_size**3 * n0


def steric_charge(u):
    work = quad(lambda v: 2 * n0 * kT * np.sinh(v)
                / (1 + 2 * packing * np.sinh(v / 2)**2), 0, u)[0]
    return np.sqrt(2 * eps * work)


u_steric = brentq(lambda u: steric_charge(u) - sigma_d, 0.01, 8)
phi_steric = -thermal_mV * u_steric
steric_closed = 2 * np.arcsinh(np.sqrt(
    np.expm1(sigma_d**2 * ion_size**3 / (2 * eps * kT)) / (2 * packing)))
assert abs(u_steric - steric_closed) < 1e-6

# Discrete adsorbed ions: square lattice between metal and outer plane
x1, x2, eps_in_r = 0.2e-9, 0.5e-9, 10.0
eps_in = eps_in_r * eps0
ion_density = abs(sigma_1) / e
spacing = 1 / np.sqrt(ion_density)


def mode_at_plane(G):
    q = np.sqrt(G**2 + 1 / debye**2)
    return sigma_1 * np.sinh(G * x1) / (
        eps_in * G * np.cosh(G * x2) + eps * q * np.sinh(G * x2))


def mode_finite_difference(G):
    h, cells = 1e-12, 4000
    i1, i2 = round(x1 / h), round(x2 / h)
    inside = np.arange(cells) < i2
    perm = np.where(inside, eps_in, eps)
    decay = perm * np.where(inside, G**2, G**2 + 1 / debye**2)
    bands = np.zeros((3, cells - 1))
    bands[1] = (perm[:-1] + perm[1:]) / h + h * (decay[:-1] + decay[1:]) / 2
    bands[0, 1:] = -perm[1:-1] / h
    bands[2, :-1] = -perm[1:-1] / h
    source = np.zeros(cells - 1)
    source[i1 - 1] = sigma_1
    return solve_banded((1, 1), bands, source)[i2 - 1]


G1 = 2 * np.pi / spacing
for G in (G1, np.sqrt(2) * G1):
    assert abs(mode_finite_difference(G) / mode_at_plane(G) - 1) < 1e-3


def lattice_deviation_mV(fx, fy, shells):
    total = 0.0
    for m in range(-shells, shells + 1):
        for n in range(-shells, shells + 1):
            if m or n:
                total += (mode_at_plane(G1 * np.hypot(m, n))
                          * np.cos(2 * np.pi * (m * fx + n * fy)))
    return 1e3 * total


above_ion = lattice_deviation_mV(0, 0, 8)
above_hollow = lattice_deviation_mV(0.5, 0.5, 8)
assert abs(above_ion - lattice_deviation_mV(0, 0, 12)) < 0.01
assert abs(above_hollow - lattice_deviation_mV(0.5, 0.5, 12)) < 0.01

# Reversal survives each estimated correction taken separately
eps_low_r = 60.0
phi_low_eps = phi2_mV(sigma_M + sigma_1, eps_low_r * eps0)
phi_less = phi2_mV(sigma_M + 0.9 * sigma_1)
phi_more = phi2_mV(sigma_M + 1.1 * sigma_1)
assert phi_without > 0
assert max(phi_with, phi_steric, phi_low_eps, phi_less, phi_more,
           phi_with + above_ion, phi_with + above_hollow) < 0

field = (sigma_M + sigma_1) / eps
linear_mV = 1e3 * (sigma_M + sigma_1) * debye / eps
to_uC = 100.0                               # C/m2 to uC/cm2
print(f"Temperature: {temperature:.2f} K")
print(f"Relative permittivity of water: {eps_r:.1f}")
print(f"Bulk concentration of each ion: {conc:.2f} mol/L")
print(f"Bulk number density of each ion: {n0:.4e} 1/m3")
print(f"Thermal voltage kT/e: {thermal_mV:.3f} mV")
print(f"Debye length: {debye*1e9:.3f} nm")
print(f"Metal charge: {sigma_M*to_uC:+.2f} uC/cm2")
print(f"Adsorbed bromide charge: {sigma_1*to_uC:+.2f} uC/cm2")
print(f"Metal plus bromide: {(sigma_M+sigma_1)*to_uC:+.2f} uC/cm2")
print(f"Diffuse-layer charge: {sigma_d*to_uC:+.2f} uC/cm2")
print(f"Charge scale sqrt(8 eps kT n0): {scale*to_uC:.3f} uC/cm2")
print(f"asinh argument, with bromide: {(sigma_M+sigma_1)/scale:+.4f}")
print(f"asinh value, with bromide: {u2/2:+.4f}")
print(f"phi_2 with bromide: {phi_with:+.2f} mV")
print(f"phi_2 with bromide: {phi_with/1e3:+.4f} V")
print(f"phi_2 with bromide, numerical solution: {phi_numeric:+.2f} mV")
print(f"asinh argument, no adsorption: {sigma_M/scale:+.4f}")
print(f"asinh value, no adsorption: {np.arcsinh(sigma_M/scale):+.4f}")
print(f"phi_2 without adsorption: {phi_without:+.2f} mV")
print(f"Linear estimate with bromide: {linear_mV:+.2f} mV")
print(f"Field at outer plane, outward: {field/1e8:+.3f} MV/cm")
print(f"Cation concentration at plane: {conc*np.exp(-u2):.3f} mol/L")
print(f"Anion concentration at plane: {conc*np.exp(u2):.4f} mol/L")
print(f"Charge from cation excess: {cation_charge*to_uC:+.3f} uC/cm2")
print(f"Charge from anion deficit: {anion_charge*to_uC:+.3f} uC/cm2")
print(f"Assumed hydrated ion diameter: {ion_size*1e9:.2f} nm")
print(f"phi_2 with finite ion size: {phi_steric:+.2f} mV")
print(f"Assumed lowered relative permittivity: {eps_low_r:.0f}")
print(f"phi_2 with lowered permittivity: {phi_low_eps:+.2f} mV")
print(f"phi_2, bromide charge 10% smaller: {phi_less:+.2f} mV")
print(f"phi_2, bromide charge 10% larger: {phi_more:+.2f} mV")
print(f"Adsorbed ion density: {ion_density/1e18:.3f} 1/nm2")
print(f"Square-lattice ion spacing: {spacing*1e9:.3f} nm")
print(f"Assumed metal to bromide-centre distance: {x1*1e9:.2f} nm")
print(f"Assumed metal to outer-plane distance: {x2*1e9:.2f} nm")
print(f"Assumed inner relative permittivity: {eps_in_r:.0f}")
print(f"Local deviation above an ion: {above_ion:+.1f} mV")
print(f"Local deviation above a hollow: {above_hollow:+.1f} mV")
print(f"Local potential above an ion: {phi_with+above_ion:+.1f} mV")
print(f"Local potential above a hollow: {phi_with+above_hollow:+.1f} mV")
print("verified")
```

Output:

```
Temperature: 298.15 K
Relative permittivity of water: 78.4
Bulk concentration of each ion: 0.10 mol/L
Bulk number density of each ion: 6.0221e+25 1/m3
Thermal voltage kT/e: 25.693 mV
Debye length: 0.961 nm
Metal charge: +10.00 uC/cm2
Adsorbed bromide charge: -15.00 uC/cm2
Metal plus bromide: -5.00 uC/cm2
Diffuse-layer charge: +5.00 uC/cm2
Charge scale sqrt(8 eps kT n0): 3.710 uC/cm2
asinh argument, with bromide: -1.3476
asinh value, with bromide: -1.1071
phi_2 with bromide: -56.89 mV
phi_2 with bromide: -0.0569 V
phi_2 with bromide, numerical solution: -56.89 mV
asinh argument, no adsorption: +2.6952
asinh value, no adsorption: +1.7174
phi_2 without adsorption: +88.25 mV
Linear estimate with bromide: -69.25 mV
Field at outer plane, outward: -0.720 MV/cm
Cation concentration at plane: 0.915 mol/L
Anion concentration at plane: 0.0109 mol/L
Charge from cation excess: +3.758 uC/cm2
Charge from anion deficit: +1.242 uC/cm2
Assumed hydrated ion diameter: 0.70 nm
phi_2 with finite ion size: -58.47 mV
Assumed lowered relative permittivity: 60
phi_2 with lowered permittivity: -62.53 mV
phi_2, bromide charge 10% smaller: -43.20 mV
phi_2, bromide charge 10% larger: -68.18 mV
Adsorbed ion density: 0.936 1/nm2
Square-lattice ion spacing: 1.033 nm
Assumed metal to bromide-centre distance: 0.20 nm
Assumed metal to outer-plane distance: 0.50 nm
Assumed inner relative permittivity: 10
Local deviation above an ion: -29.3 mV
Local deviation above a hollow: +11.9 mV
Local potential above an ion: -86.2 mV
Local potential above a hollow: -45.0 mV
verified
```
